# The Stress Tensor of a Generalised Gradient Approximation

## 1. A layered density

Take a rectangular periodic cell of volume $\Omega$ whose electron density $n(x)$ varies along $x$ alone, and the gradient energy

$$E=\int_\Omega C\,\frac{|\nabla n|^2}{n}\,d^3r, \tag{1}$$

with $C$ a constant. Stretch the cell along $x$ by the factor $1+\varepsilon$, letting the density stretch with it at fixed electron number. The density falls by the factor $1+\varepsilon$. Its slope falls by $(1+\varepsilon)^2$, because the density is lower and the distance over which it varies is longer. The integrand therefore changes by $(1+\varepsilon)^{-4}(1+\varepsilon)=(1+\varepsilon)^{-3}$, and the volume grows by $1+\varepsilon$:

$$E(\varepsilon)=\frac{E}{(1+\varepsilon)^{2}},\qquad \left.\frac{dE}{d\varepsilon}\right|_0=-2E. \tag{2}$$

Now stretch along $y$ instead. Density and slope both fall by $1+\varepsilon$, so the integrand falls by $1+\varepsilon$, the volume grows by the same factor, and $E$ does not change.

Compare a local energy density proportional to $n^{4/3}$. Either stretch multiplies the energy by $(1+\varepsilon)^{-4/3}(1+\varepsilon)=(1+\varepsilon)^{-1/3}$, and the derivative is $-E/3$ in both directions. A local functional notices only the change of volume. A gradient functional also notices the direction in which the density varies, and its stress is a tensor with a term built from $\nabla n$.

## 2. Strain, carried density and sign convention

Consider a spin-unpolarised generalised gradient approximation (GGA) in a periodic cell,

$$E[n]=\int_\Omega f(n,\mathbf g)\,d^3r,\qquad \mathbf g=\nabla n, \tag{3}$$

with $n>0$ and $f$ differentiable. Write $f_n=\partial f/\partial n$ and $f_{g_a}=\partial f/\partial g_a$; the vector with components $f_{g_a}$ is $\mathbf f_g$. For the moment $f$ may depend on the direction of $\mathbf g$.

A homogeneous strain moves every point according to

$$r'_a=\sum_b F_{ab}r_b,\qquad F_{ab}=\delta_{ab}+\varepsilon_{ab}. \tag{4}$$

The nine numbers $\varepsilon_{ab}$ are independent, so rotations are included. With $J=\det F$, the density is carried along as

$$n'(\mathbf r')=\frac{n(\mathbf r)}{J}. \tag{5}$$

Since $d^3r'=J\,d^3r$, the electron number is unchanged. The stress is

$$\sigma_{ab}=\frac1\Omega\left.\frac{\partial E}{\partial\varepsilon_{ab}}\right|_{\varepsilon=0}, \tag{6}$$

which is positive when the energy rises on stretching. The pressure is $-\tfrac13\sum_a\sigma_{aa}$.

In a self-consistent calculation the density also relaxes when the cell is strained, and it must be shown why (5) may be used. Carry each orbital as $\psi'(\mathbf r')=J^{-1/2}\psi(\mathbf r)$. Overlaps are preserved, because the factor $J^{-1}$ from two orbitals cancels the $J$ from the volume element. Orthonormality therefore places the same condition on the orbitals at every strain, and the allowed orbitals can be described by free parameters $c_i$ that do not refer to the strain. The total energy is a function $E_{\rm tot}(\varepsilon,c)$, minimised at $c(\varepsilon)$, and the chain rule gives

$$\frac{dE_{\rm tot}}{d\varepsilon_{ab}}=\frac{\partial E_{\rm tot}}{\partial\varepsilon_{ab}}+\sum_i\frac{\partial E_{\rm tot}}{\partial c_i}\frac{dc_i}{d\varepsilon_{ab}}=\frac{\partial E_{\rm tot}}{\partial\varepsilon_{ab}}. \tag{7}$$

The sum vanishes because $\partial E_{\rm tot}/\partial c_i=0$ at the minimum. What remains is taken at fixed $c$, with orbitals and density carried, and it is a sum of separate contributions from each energy term. Equation (6) is the exchange-correlation contribution when $E$ is the exchange-correlation energy.

The argument needs a converged minimum, fixed occupations, and a basis whose functions deform with the strain in the same way as the carried orbitals. Atom-centred functions that move with their atoms but keep their shape do not meet this condition, and in an incomplete basis of that kind a further (Pulay) term appears. For plane waves this means a fixed set of integer labels. If the set changes with strain, as it does at a fixed kinetic-energy cutoff, (7) does not describe the change of the variational space.

## 3. The energy on a fixed domain

Differentiation is simplest when the integration domain does not depend on the strain, so the strained energy is rewritten as an integral over the original cell. The gradient in the strained cell follows from the chain rule. Since $r_d=\sum_c(F^{-1})_{dc}r'_c$,

$$g'_c=\frac{\partial n'}{\partial r'_c}=\frac1J\sum_d\frac{\partial r_d}{\partial r'_c}\frac{\partial n}{\partial r_d}=\frac1J\sum_d(F^{-1})_{dc}\,g_d. \tag{8}$$

Substituting (5), (8) and $d^3r'=J\,d^3r$ in (3) gives

$$E(\varepsilon)=\int_\Omega J\,f(n',\mathbf g')\,d^3r. \tag{9}$$

To first order two facts are needed. In the determinant, any product other than that of the diagonal elements contains at least two off-diagonal elements and is of second order, so

$$J=1+\sum_a\varepsilon_{aa}\equiv1+\operatorname{Tr}\varepsilon. \tag{10}$$

Also $(1+\varepsilon)(1-\varepsilon)=1-\varepsilon^2$, so $F^{-1}=1-\varepsilon$ to first order. Equations (5) and (8) then give the changes at a fixed original point $\mathbf r$:

$$\delta n=-n\operatorname{Tr}\varepsilon,\qquad \delta g_c=-g_c\operatorname{Tr}\varepsilon-\sum_d\varepsilon_{dc}\,g_d. \tag{11}$$

The first term of $\delta g_c$ is the dilution of the density, and the second is the change of distances.

## 4. The stress

The first-order change of (9) has one part from $J$ and two from the arguments of $f$:

$$\delta E=\int_\Omega\Big[f\operatorname{Tr}\varepsilon+f_n\,\delta n+\sum_c f_{g_c}\,\delta g_c\Big]d^3r. \tag{12}$$

Insert (11) and collect the terms with $\operatorname{Tr}\varepsilon$:

$$\delta E=\operatorname{Tr}\varepsilon\int_\Omega\big(f-nf_n-\mathbf g\cdot\mathbf f_g\big)d^3r-\sum_{dc}\varepsilon_{dc}\int_\Omega g_d\,f_{g_c}\,d^3r. \tag{13}$$

The derivative of $\operatorname{Tr}\varepsilon$ with respect to $\varepsilon_{ab}$ is $\delta_{ab}$, and in the double sum the derivative selects $d=a$, $c=b$. Division by $\Omega$ yields

$$\sigma_{ab}=\frac{\delta_{ab}}{\Omega}\int_\Omega\big(f-nf_n-\mathbf g\cdot\mathbf f_g\big)d^3r-\frac1\Omega\int_\Omega g_a\,\frac{\partial f}{\partial g_b}\,d^3r. \tag{14}$$

The isotropic term can be expressed through the potential. For a periodic change $\delta n$ at fixed cell,

$$\delta E=\int_\Omega\big(f_n\,\delta n+\mathbf f_g\cdot\nabla\delta n\big)d^3r=\int_\Omega v\,\delta n\,d^3r,\qquad v=f_n-\nabla\cdot\mathbf f_g. \tag{15}$$

The second equality uses $\mathbf f_g\cdot\nabla\delta n=\nabla\cdot(\mathbf f_g\,\delta n)-\delta n\,\nabla\cdot\mathbf f_g$; the integral of the total divergence is a surface integral, which vanishes because opposite faces of the cell cancel. Applying the same identity with $n$ in place of $\delta n$,

$$\int_\Omega n\,v\,d^3r=\int_\Omega\big(nf_n+\mathbf g\cdot\mathbf f_g\big)d^3r. \tag{16}$$

Therefore

$$\sigma_{ab}=\frac{\delta_{ab}}{\Omega}\Big[E-\int_\Omega n\,v\,d^3r\Big]-\frac1\Omega\int_\Omega g_a\,\frac{\partial f}{\partial g_b}\,d^3r. \tag{17}$$

Here $v$ is the full GGA potential, divergence included. Replacing it by $f_n$ would lose the term $-\mathbf g\cdot\mathbf f_g$ of (14). In numerical work (14) has the advantage that it needs first derivatives of the density only.

Two limits can be read off. If $f$ does not depend on $\mathbf g$, the stress is isotropic; for $f\propto n^{4/3}$ one has $f-nf_n=-f/3$, the result of Section 1. For (1), $nf_n=-f$ and $\mathbf f_g=2C\mathbf g/n$, so $\mathbf g\cdot\mathbf f_g=2f$ and the isotropic term is $f+f-2f=0$. The remaining term gives $\sigma_{xx}=-2E/\Omega$ and $\sigma_{yy}=0$ for the layered density, in agreement with (2).

The derivation assumes that all the density entering $f$ is carried by the strain. A rigid core density added to $n$ moves with its atom but does not deform, so (11) does not describe it and a further term is required.

## 5. Symmetry from rotational invariance

The index order in (17) follows from the strain convention (4) and holds for any differentiable $f$. The other order, $(\partial f/\partial g_a)\,g_b$, is its transpose. The two coincide if $f$ has no preferred direction, that is, if

$$f(n,R\mathbf g)=f(n,\mathbf g)\quad\text{for every rotation }R. \tag{18}$$

To show this, take a rotation by a small angle, $R=1+\theta W+O(\theta^2)$. Orthogonality, $R^{T}R=1$, requires $W^T+W=0$ at first order, so $W$ is antisymmetric. The right side of (18) does not depend on $\theta$, hence the derivative of the left side at $\theta=0$ vanishes:

$$\sum_{ab}f_{g_a}W_{ab}\,g_b=0. \tag{19}$$

Choose $W_{pq}=1$, $W_{qp}=-1$ for one pair $p\neq q$, and all other elements zero. Then

$$f_{g_p}g_q-f_{g_q}g_p=0. \tag{20}$$

This holds at every point, before any integration, so the integrand of the gradient term is symmetric and $\sigma_{ab}=\sigma_{ba}$. The stress may then be written with either order:

$$\sigma_{ab}=\frac{\delta_{ab}}{\Omega}\Big[E-\int_\Omega n\,v\,d^3r\Big]-\frac1\Omega\int_\Omega\frac{\partial f}{\partial(\partial_a n)}\,\partial_b n\,d^3r. \tag{21}$$

Equation (20) says that $\mathbf f_g$ is parallel to $\mathbf g$. The same follows from the usual way of writing a GGA. Any two vectors of equal length are related by a rotation, so (18) means that $f$ depends on $\mathbf g$ through $s=|\mathbf g|^2$. When $f$ is differentiable in $s$, $f_{g_a}=2f_s\,g_a$ with $f_s=\partial f/\partial s$, and the gradient term becomes

$$-\frac2\Omega\int_\Omega f_s\,g_a g_b\,d^3r. \tag{22}$$

The antisymmetric part of the stress has a direct meaning. A rotation by a small angle $\theta$ about $z$ is $x'=x-\theta y$, $y'=y+\theta x$, which is (4) with $\varepsilon_{xy}=-\theta$ and $\varepsilon_{yx}=\theta$. By (6),

$$\frac{dE}{d\theta}=\Omega(\sigma_{yx}-\sigma_{xy}). \tag{23}$$

An asymmetric stress therefore means that the energy changes when cell and density are turned together as a rigid body.

A functional with a preferred frame shows this. Let

$$f=\sum_a\frac{g_a^2}{8m_a n}, \tag{24}$$

a Weizsäcker energy with direction-dependent masses $m_a$ in units of the electron mass. As for (1), $nf_n=-f$ and $\mathbf g\cdot\mathbf f_g=2f$, so the isotropic term is zero. With $f_{g_b}=g_b/(4m_bn)$,

$$\sigma_{ab}=-\frac1\Omega\int_\Omega\frac{g_ag_b}{4m_bn}\,d^3r,\qquad\frac{\sigma_{yx}}{\sigma_{xy}}=\frac{m_y}{m_x}, \tag{25}$$

where the ratio is defined if $\sigma_{xy}\neq0$. For masses $1,2,4$ along $x,y,z$ and the density of Section 6, the formula gives $\sigma_{xy}=5.871\times10^{-5}$ and $\sigma_{yx}=1.1742\times10^{-4}$ hartree/bohr³, in the ratio 2. Differentiating the energies of strained cells gives the same two values in the same order, which confirms the index order of (17); the transposed formula would exchange them. In a cell of 336 bohr³, (23) predicts a slope of $336\times5.871\times10^{-5}=0.01973$ hartree per radian, and rotating the cell gives 0.01973.

## 6. The PBE stress of a model density

Take lattice vectors $(6,0,0)$, $(1,7,0)$ and $(0.5,1,8)$ bohr, with $\Omega=336$ bohr³, and $N=8$ electrons with density

$$n(\mathbf r)=\frac N\Omega\Big[1+\sum_{j=1}^3A_j\cos(\mathbf k_j\cdot\mathbf r)\Big]. \tag{26}$$

The $\mathbf k_j$ are the reciprocal lattice vectors with integer labels $(1,0,0)$, $(0,1,1)$, $(1,-1,1)$, and the amplitudes $A_j$ are 0.4, 0.2, 0.1. The density lies between $0.3N/\Omega=0.0071$ bohr⁻³, where all three cosines are $-1$ (at fractional coordinates $\tfrac12,\tfrac14,\tfrac14$), and $1.7N/\Omega=0.0405$ bohr⁻³, where all are $+1$; the sampling grid of the numerical check misses the exact minimum and finds 0.0073 as its smallest value. It is a chosen density, not a self-consistent one; (6) applies to it as it stands.

The cell averages of $f$, $nf_n$ and $\mathbf g\cdot\mathbf f_g$ for PBE exchange-correlation are $-6.2206$, $-8.0969$ and $-0.0076$, in units of $10^{-3}$ hartree/bohr³. The isotropic term of (14) is

$$-6.2206+8.0969+0.0076=1.8839. \tag{27}$$

With the potential, the average of $nv$ is $-8.1045$, and (17) gives $-6.2206+8.1045=1.8839$ as well.

For this slowly varying density the gradient term is much smaller. In units of $10^{-6}$ hartree/bohr³ three of its components are:

| | $xx$ | $yy$ | $xy$ |
|---|---|---|---|
| exchange | 69.83 | 18.50 | −13.44 |
| correlation | −64.23 | −17.12 | 11.96 |
| sum | 5.60 | 1.38 | −1.48 |

Thus $\sigma_{xx}=(1.8839+0.0056)\times10^{-3}=1.8895\times10^{-3}$ hartree/bohr³, or 55.59 GPa. The other diagonal components are $\sigma_{yy}=55.47$ and $\sigma_{zz}=55.44$ GPa, and $\sigma_{xy}=-0.043$ GPa. The pressure is $-55.50$ GPa: for this density the exchange-correlation energy favours contraction. The largest difference between any component of the formula and the derivative of the strained-cell energies is about $6\times10^{-14}$ hartree/bohr³.

Exchange and correlation nearly cancel in the gradient term, and the construction of PBE explains it. Let $k=(3\pi^2n)^{1/3}$. To leading order in the gradient, PBE exchange adds to $f$ the uniform-gas exchange energy density $-3kn/(4\pi)$ times $\mu|\mathbf g|^2/(4k^2n^2)$. PBE correlation adds $n\beta|\mathbf g|^2/(4q^2n^2)$ with $q^2=4k/\pi$. The sum is

$$\frac{|\mathbf g|^2}{16kn}\Big(-\frac{3\mu}{\pi}+\pi\beta\Big). \tag{28}$$

PBE sets $\mu=\pi^2\beta/3$, which makes the bracket zero at every density. What survives in the table is of higher order in the gradient. It is 8% of the exchange part for $xx$. The cancellation is a property of small reduced gradients: here $|\mathbf g|/(2kn)$ stays below about 0.7. It does not carry over to strongly inhomogeneous densities. For the all-electron PBE densities of H$_2$ and N$_2$, roughly two thirds and four fifths of the exchange part survive along the bond, and the gradient term is about a tenth of the isotropic one.

Small as it is, the gradient term is tied to the isotropic one. Its trace is minus the average of $\mathbf g\cdot\mathbf f_g$, here $7.6\times10^{-6}$ hartree/bohr³. Dropping $\mathbf g\cdot\mathbf f_g$ from the isotropic term would, for this density, cause an error in each diagonal component larger than the $xx$ gradient term itself.

Exchange alone allows a check that needs no strained cell. PBE exchange is $n^{4/3}$ times a function of $|\mathbf g|/n^{4/3}$, so $f(\lambda^3n,\lambda^4\mathbf g)=\lambda^4f(n,\mathbf g)$. Differentiation at $\lambda=1$ gives $3nf_n+4\mathbf g\cdot\mathbf f_g=4f$. The trace of (14) has the integrand

$$3f-3nf_n-3\mathbf g\cdot\mathbf f_g-\mathbf g\cdot\mathbf f_g=3f-4f=-f, \tag{29}$$

so the trace of the exchange stress is $-E_x/\Omega$. Both sides are $5.2303\times10^{-3}$ hartree/bohr³.

## 7. Relaxation of the orbitals

Equation (7) can be examined in a model with two electrons in one orbital,

$$\varphi(\mathbf r)=\frac{1+\sum_jx_j\cos(\mathbf k_j\cdot\mathbf r)}{\sqrt{\Omega M}},\qquad M=1+\tfrac12\sum_jx_j^2, \tag{30}$$

in the same cell. The factor $M$ normalises $\varphi$, since each cosine squared averages to $\tfrac12$. The energy consists of the kinetic energy, the PBE energy and the energy in a potential $-\sum_jw_j\cos(\mathbf k_j\cdot\mathbf r)$ with $w_j=0.10,0.05,0.05$ hartree; there is no Hartree term. The potential keeps its value at each carried point, so by (5) its energy has no explicit dependence on strain.

In atomic units the kinetic energy of the two electrons is $\int|\nabla\varphi|^2d^3r=\sum_jx_j^2|\mathbf k_j|^2/(2M)$. The phase $\mathbf k_j\cdot\mathbf r$ is carried, so $\mathbf k_j$ changes as the gradient does in (8), without the factor $1/J$: $\delta k_c=-\sum_d\varepsilon_{dc}k_d$. Hence $\delta|\mathbf k|^2=-2\sum_{dc}\varepsilon_{dc}k_dk_c$, and

$$\frac{\partial T}{\partial\varepsilon_{ab}}=-\frac1M\sum_jx_j^2\,k_{j,a}k_{j,b}. \tag{31}$$

For the strain $\varepsilon_{xx}$ at the minimum, (31) gives $-0.05620$ hartree and $\Omega\sigma_{xx}$ from (14) gives $0.10412$. Their sum is $0.04792$. Minimising the energy afresh at each strain and differentiating the minimum gives $0.04792$ too.

The exchange-correlation energy alone, followed along the relaxed orbitals, has the slope $0.0741$ instead of $0.1041$. The difference of $-0.0300$ is the effect of relaxation on this one term. By (7) the kinetic and external terms change by the opposite amount. For $\varepsilon_{xy}$ even the sign differs: the explicit derivative is $-0.00016$ hartree and the relaxed slope $0.0045$. The GGA stress is thus a contribution to the derivative of the total energy; it is not the rate at which the self-consistent exchange-correlation energy changes with strain.

The numerical check also tests the potential (15) against derivatives of the energy, the pointwise identity (20), and the invariance of the PBE energy under a finite rotation.

## Numbers as computed

```
lattice vector 1: 6.0 0.0 0.0 bohr
lattice vector 2: 1.0 7.0 0.0 bohr
lattice vector 3: 0.5 1.0 8.0 bohr
amplitude of cosine (1, 0, 0): 0.40 (no unit)
amplitude of cosine (0, 1, 1): 0.20 (no unit)
amplitude of cosine (1, -1, 1): 0.10 (no unit)
electrons: 8 (no unit)
cell volume: 336.000 bohr^3
smallest and largest density: 0.00726 0.04048 bohr^-3
PBE xc energy: -2.090109 hartree
mean of f: -6.220563e-03 hartree/bohr^3
mean of n df/dn: -8.096872e-03 hartree/bohr^3
mean of g.df/dg: -7.591229e-06 hartree/bohr^3
mean of n v: -8.104463e-03 hartree/bohr^3
isotropic term, xc: 1.883900e-03 hartree/bohr^3
tensor components below are in the order xx yy zz yz xz xy
gradient term, exchange: 6.983e-05 1.850e-05 1.034e-05 6.442e-06 5.733e-07 -1.344e-05 hartree/bohr^3
gradient term, correlation: -6.423e-05 -1.712e-05 -9.723e-06 -6.035e-06 -4.229e-07 1.196e-05 hartree/bohr^3
gradient term, xc: 5.598e-06 1.379e-06 6.148e-07 4.076e-07 1.504e-07 -1.475e-06 hartree/bohr^3
xc stress, formula: 1.8895e-03 1.8853e-03 1.8845e-03 4.0758e-07 1.5038e-07 -1.4750e-06 hartree/bohr^3
xc stress, strained cells: 1.8895e-03 1.8853e-03 1.8845e-03 4.0758e-07 1.5038e-07 -1.4750e-06 hartree/bohr^3
xc stress, formula: 55.591 55.467 55.444 0.012 0.004 -0.043 GPa
xc pressure: -55.501 GPa
largest deviation, exchange: 6.0e-14 hartree/bohr^3
largest deviation, correlation: 1.6e-14 hartree/bohr^3
largest deviation, xc: 6.1e-14 hartree/bohr^3
PBE energy change on rotation: 0.0e+00 hartree
trace of exchange stress: 5.230272e-03 hartree/bohr^3
minus exchange energy/volume: 5.230272e-03 hartree/bohr^3
anisotropic model, masses x y z: 1 2 4 electron masses
anisotropic xy, yx formula: 5.8709e-05 1.1742e-04 hartree/bohr^3
anisotropic xy, yx strained: 5.8709e-05 1.1742e-04 hartree/bohr^3
volume*(yx - xy): 1.972611e-02 hartree
energy slope on rotation about z: 1.972611e-02 hartree/radian
orbital model, well depths: 0.10 0.05 0.05 hartree
orbital model, relaxed coefficients: 0.22676 0.09789 0.03778 (no unit)
orbital model, total energy: -0.366196 hartree
xx kinetic explicit derivative: -5.620146e-02 hartree
xx xc explicit derivative: 1.041236e-01 hartree
xx sum of explicit derivatives: 4.792218e-02 hartree
xx slope of relaxed total energy: 4.792218e-02 hartree
xx slope of xc energy alone, relaxed: 7.4119e-02 hartree
xy kinetic explicit derivative: 9.330110e-03 hartree
xy xc explicit derivative: -1.571978e-04 hartree
xy sum of explicit derivatives: 9.172912e-03 hartree
xy slope of relaxed total energy: 9.172912e-03 hartree
xy slope of xc energy alone, relaxed: 4.5468e-03 hartree
```
